\section*{Why a Lennard-Jones term fitted to binding fails for interlayer sliding}

\section{What the fit has tested}

\textbf{Q:} I model graphite with a Lennard-Jones (LJ) term between the layers. Its two parameters reproduce the binding energy and the layer spacing, and the stiffness against compression then comes out well without being fitted. Surely the same term can be trusted for sliding?

\textbf{A:} Let us see which part of the potential those three quantities depend on. Take two flat, rigid honeycomb layers at distance $z$, with bond length $b$, cell area $A_c=\tfrac{3\sqrt3}{2}b^2$ and two atoms per cell at $\boldsymbol\tau_1=0$ and $\boldsymbol\tau_2=\boldsymbol\tau$, a bond vector. The upper layer is shifted by $\mathbf s$, and $\mathbf s=0$ puts every atom on top of another (AA stacking). Per atom of the upper layer,
\begin{equation}
E(\mathbf s,z)=\frac12\sum_{a,c}\sum_{\mathbf R}
v\!\left(\sqrt{|\mathbf R+\boldsymbol\tau_c-\boldsymbol\tau_a+\mathbf s|^2+z^2}\right),
\end{equation}
where the factor $\tfrac12$ averages over the two upper atoms of a cell. The sum over $\mathbf R$ is periodic in $\mathbf s$, so Poisson summation turns it into $A_c^{-1}\sum_{\mathbf G}\tilde v(G,z)e^{i\mathbf G\cdot(\boldsymbol\tau_c-\boldsymbol\tau_a+\mathbf s)}$, with $\tilde v(G,z)=\int d^2\rho\,v(\sqrt{\rho^2+z^2})\,e^{-i\mathbf G\cdot\boldsymbol\rho}$. The sums over $a$ and $c$ give $|S|^2=|1+e^{i\mathbf G\cdot\boldsymbol\tau}|^2$, and the terms $\pm\mathbf G$ combine to a cosine:
\begin{equation}
E(\mathbf s,z)=\frac1{2A_c}\sum_{\mathbf G}|S(\mathbf G)|^2\,\tilde v(G,z)\cos(\mathbf G\cdot\mathbf s).
\label{fourier}
\end{equation}
The term $G=0$ is the average over all registries. Everything about sliding is in the other terms.

\textbf{Q:} And my fit sees the first of these?

\textbf{A:} Almost nothing else. For inverse powers write $r^{-2m}=\Gamma(m)^{-1}\int_0^\infty t^{m-1}e^{-t(\rho^2+z^2)}dt$. The integral over the plane is Gaussian and gives $(\pi/t)e^{-G^2/4t}$. The remaining integral over $t$ is a standard one:
\begin{align}
\widetilde{r^{-2m}}(0,z)&=\frac{\pi}{(m-1)z^{2m-2}},\\
\widetilde{r^{-2m}}(G,z)&=\frac{2\pi}{\Gamma(m)}\left(\frac{G}{2z}\right)^{m-1}K_{m-1}(Gz),
\label{bessel}
\end{align}
with $K_\nu$ the modified Bessel function. For $v=4\epsilon[(\sigma/r)^{12}-(\sigma/r)^6]$ and $|S(0)|^2=4$ the average is
\begin{equation}
E_0(z)=\frac{8\pi\epsilon}{A_c}\left[\frac{\sigma^{12}}{5z^{10}}-\frac{\sigma^6}{2z^4}\right].
\end{equation}
Setting $E_0'\propto-2\sigma^{12}/z^{11}+2\sigma^6/z^5$ to zero gives $z=\sigma$, so $\sigma$ is the spacing $d$. The depth and the curvature there are
\begin{align}
E_b&=\frac{8\pi\epsilon d^2}{A_c}\left(\frac12-\frac15\right)=\frac{12\pi\epsilon d^2}{5A_c},\\
E_0''(d)&=\frac{8\pi\epsilon}{A_c}(22-10)=\frac{96\pi\epsilon}{A_c}=\frac{40E_b}{d^2}.
\end{align}
Take round values of graphite's size: $b=1.4$~\AA, $d=3.3$~\AA, $E_b=50$~meV per atom. Then $A_c=5.092$~\AA$^2$, $\epsilon=3.10$~meV and $E_0''=184$~meV/\AA$^2$. Multiplying by $d$ and dividing by the area per atom, $A_c/2$, gives $c_{33}=238$~meV/\AA$^3$, or 38~GPa. Graphite has roughly 40~GPa. Your success is real, but it concerns the registry average.

\section{The corrugation that follows}

\textbf{Q:} Then what does my potential say about sliding? I have no parameter left.

\textbf{A:} Right, so it makes a prediction. The shortest reciprocal vectors have length $G=4\pi/(3b)$. For these six, $\mathbf G\cdot\boldsymbol\tau=\pm2\pi/3$ up to multiples of $2\pi$, hence $|S|^2=2+2\cos(2\pi/3)=1$. The next six have length $\sqrt3\,G$ and $\mathbf G\cdot\boldsymbol\tau$ a multiple of $2\pi$, hence $|S|^2=4$. Three shifts matter: AA; AB, where $\mathbf s=\boldsymbol\tau$; and the saddle SP halfway between neighbouring minima, where $\mathbf s$ is half a lattice vector. In that order the sums of $\cos(\mathbf G\cdot\mathbf s)$ are $6,-3,-2$ over the first six vectors and $6,6,-2$ over the second six. With $u_1=\tilde v(G,d)/2A_c$ and $u_2=\tilde v(\sqrt3G,d)/2A_c$, and longer vectors neglected,
\begin{align}
\Delta\equiv E_{AA}-E_{AB}&=[6-(-3)]u_1+4(6-6)u_2=9u_1,\\
E_{SP}-E_{AB}&=[-2-(-3)]u_1+4(-2-6)u_2=u_1-32u_2.
\label{saddle}
\end{align}
Here $\Delta$, the corrugation, is taken at fixed spacing. Now insert (\ref{bessel}) with $\sigma=d$ and $x=Gd$. Since $G/2d=x/(2d^2)$, both terms carry a factor $d^2$:
\begin{equation}
\Delta=\frac{18\pi\epsilon d^2}{A_c}\left[\frac{(x/2)^5K_5(x)}{60}-\left(\frac x2\right)^2K_2(x)\right].
\end{equation}
Division by $E_b$ removes $\epsilon$ and leaves the factor $18\cdot5/12=15/2$:
\begin{equation}
\frac{\Delta}{E_b}=\frac{15}{2}\left[\frac{(x/2)^5K_5(x)}{60}-\left(\frac x2\right)^2K_2(x)\right].
\label{ratio}
\end{equation}
The ratio depends on $d/b$ alone. For large $x$ it falls as $x^{9/2}e^{-x}$, because $K_\nu\to\sqrt{\pi/2x}\,e^{-x}$: seen from a distance of several $1/G$, a layer looks smooth. The asymptotic form is approached slowly: at $x\approx10$, the case below, the exact ratio is still 2.6 times larger.

\textbf{Q:} With numbers?

\textbf{A:} $G=2.992$~\AA$^{-1}$ and $x=9.874$, so the ratio is $0.0199$ and $\Delta=0.0199\times50=1.0$~meV per atom. Electronic-structure estimates for graphite are of the rough size 10 to 20~meV. I take 15~meV as a model target.

Equation (\ref{ratio}) fits the registry average, whereas the real minimum is AB. If $\epsilon$ and $\sigma$ are refitted so that a direct lattice sum at AB has the given depth and zero force, $\Delta$ becomes $1.02$~meV. The target is $15/1.02=14.7$ times larger.

\textbf{Q:} I fitted to bulk graphite, not to two layers. And could I not simply raise $\epsilon$?

\textbf{A:} In the bulk an atom's binding is $-\sum_{k\ge1}E_0(kd)$: it has neighbours on both sides, and each pair energy is shared. The sums over $k$ multiply the attractive term by $\zeta(4)$ and the repulsive one by $\zeta(10)$. Zero force now requires $\eta\equiv(\sigma/d)^6=\zeta(4)/\zeta(10)$, and
\begin{equation}
E_b=\frac{8\pi\epsilon d^2}{A_c}\left[\frac{\eta\,\zeta(4)}2-\frac{\eta^2\zeta(10)}5\right]
=\frac{12\pi\epsilon d^2}{5A_c}\,\eta\,\zeta(4),
\end{equation}
because $\eta^2\zeta(10)=\eta\,\zeta(4)$. When one interface slides, the corrugation from layers farther apart is suppressed at least by a further factor $e^{-x}$ and can be dropped. The repulsive term of $\Delta$ acquires $\eta^2$ and the attractive one $\eta$, so
\begin{equation}
\frac{\Delta}{E_b}=\frac{15}{2\zeta(4)}\left[\eta\,\frac{(x/2)^5K_5(x)}{60}-\left(\frac x2\right)^2K_2(x)\right]=0.0202 .
\end{equation}
Nothing is gained. Raising $\epsilon$ scales all energies together: in the two-layer fit, 15~meV of corrugation would cost $14.7\times50\approx730$~meV of binding.

\section{Would a steeper repulsion help?}

\textbf{Q:} Then the $r^{-12}$ wall is at fault. I could use an exponential of any steepness.

\textbf{A:} Try $v=Be^{-\lambda(r-d)}-A(d/r)^6$, with $B$ and $A$ refitted to the same binding and spacing. The Yukawa function $e^{-\lambda r}/r$ has the plane transform $2\pi e^{-\kappa z}/\kappa$ with $\kappa=\sqrt{\lambda^2+G^2}$. Applying $-\partial/\partial\lambda$ gives
\begin{equation}
\widetilde{e^{-\lambda r}}(G,z)=\frac{2\pi\lambda(1+\kappa z)}{\kappa^3}e^{-\kappa z}.
\end{equation}
Relative to the average repulsion, the corrugation thus carries a factor $e^{-(\kappa-\lambda)d}$, which is small for soft walls. It grows with $\lambda$, as you hope.

For very steep walls another limit takes over. Let $R$ be the repulsive energy per atom at AB and $W$ the attractive one. The attraction varies nearly as $z^{-4}$, so force balance reads $\lambda R\approx4W/d$. As $R$ becomes small, $W\to E_b$ and $R\to4E_b/(\lambda d)$. Only atoms directly on top of each other still repel: half of them at AB, all at AA. Hence $\Delta\approx2R-R=4E_b/(\lambda d)$, apart from the small corrugation of the attraction, and this falls again.

Lattice sums for $\lambda$ from 2.5 to 40~\AA$^{-1}$, in steps of 0.5, show the maximum between the two limits: $\Delta=3.8$~meV at $\lambda=12$~\AA$^{-1}$. That is still a quarter of the target, and $c_{33}$ has risen to 144~GPa. Within this family, steepness is no cure.

\section{Letting the repulsion depend on registry}

\textbf{Q:} What does the Kolmogorov-Crespi form do differently?

\textbf{A:} It lets the repulsion depend on the offset $\rho$ of two atoms measured perpendicular to the local layer normal, as well as on their distance. The form contains one such offset for each atom's normal. For flat layers both equal the in-plane offset, hence a factor 2:
\begin{equation}
V=e^{-\lambda(r-d)}\left[C+2f(\rho)\right]-A\left(\frac dr\right)^6,\qquad
f=e^{-\rho^2/\delta^2}\left(C_0+C_2\frac{\rho^2}{\delta^2}\right).
\end{equation}
I have cut the usual polynomial after its second term and chosen $\lambda=3.6$~\AA$^{-1}$ and $\delta=0.7$~\AA.

To see the effect, use $r-d\approx\rho^2/2d$ at $z=d$. The $C_0$ term is then proportional to $e^{-\alpha\rho^2/\delta^2}$ with $\alpha=1+\lambda\delta^2/2d=1.267$. Its transform is proportional to $e^{-q}$, where $q=G^2\delta^2/4\alpha=0.865$, so $e^{-q}=0.42$. For the isotropic exponential with the same $\lambda$, $\kappa=4.68$~\AA$^{-1}$ and the transform at $G$, relative to that at $G=0$, is only $0.016$. The lateral width is now set mainly by $\delta$ and depends only weakly on the distance between the layers.

\textbf{Q:} Why the polynomial? One Gaussian already has a free height.

\textbf{A:} Because of the factor 32 in (\ref{saddle}). For one Gaussian $u_2/u_1\approx e^{-2q}=0.177$, since $q$ triples for the second set of vectors. With $u_1=15/9=1.67$~meV the saddle would lie at $1.67\,(1-32\times0.177)=-7.8$~meV, below AB. A lattice sum, with $C$, $C_0$ and $A$ fitted to binding, spacing and $\Delta$, gives $-6.1$~meV. At this width a single Gaussian puts the minimum in the wrong place.

The $C_2$ term follows by applying $-\partial/\partial\alpha$ to $\alpha^{-1}e^{-q}$, where $q\propto1/\alpha$. This multiplies the transform by $(1-q)/\alpha$, which is negative for the second set, where $q$ becomes $2.596$. It can therefore cancel the unwanted harmonic.

I fix the four coefficients by four linear equations built from lattice sums: binding 50~meV, zero force at $d$, $\Delta=15$~meV, and a saddle of $\Delta/9=1.67$~meV, the value (\ref{saddle}) gives when $u_2=0$. The solution is $C=2.47$, $C_0=16.38$, $C_2=13.57$ and $A=11.40$~meV. The second harmonic of $f$ is then proportional to $16.38-13.57\times1.596/1.267=-0.7$: the two large terms nearly cancel.

\textbf{Q:} You fitted the corrugation, so of course it is right.

\textbf{A:} Yes. The form makes room for the corrugation; the value must come from sliding data. Two things were not imposed directly, however. If $f$ is removed and $C$ and $A$ are refitted at the same $\lambda$, $\Delta$ drops to $0.86$~meV, so the gain does come from $f$. And the elastic constants, from finite differences of the lattice sums at AB, are
\begin{center}
\begin{tabular}{lcc}
 & $c_{33}$ (GPa) & $c_{44}$ (GPa)\\
Lennard-Jones & 37.7 & 0.27\\
Kolmogorov-Crespi & 37.9 & 5.45
\end{tabular}
\end{center}
Here $c_{44}$ is the stiffness against sliding, roughly 5~GPa in graphite. The shear step was 0.05~\AA; as the step goes to zero the KC value rises by 0.015~GPa, to 5.47~GPa. At these parameters compression cannot tell the two potentials apart, while shear separates them by a factor of 20. The close match in $c_{33}$ depends on the chosen $\lambda$. Nor is $c_{44}$ an independent success of KC: with $u_1=\Delta/9$ and $u_2=0$, differentiating (\ref{fourier}) twice with respect to $\mathbf s$ at AB gives a curvature $\tfrac32G^2u_1=22.4$~meV/\AA$^2$, or 4.6~GPa. At this $\delta$ the fitted corrugation and saddle thus account for most of it. The remainder is a sum of partly cancelling pieces. In the fitted potential $u_1$ is 1.78~meV rather than $\Delta/9$, which gives 5.0~GPa. The second harmonic is small but not zero and adds 0.85~GPa. The higher ones, each up to about 1~GPa and of both signs, subtract 0.36~GPa together. Those beyond the second grow as $f$ narrows, and the same fit with $\delta=0.6$~\AA\ gives about 8~GPa.

\textbf{Q:} I have heard that LJ is wrong by a factor of ten. You find fifteen.

\textbf{A:} The factor depends on the target, on $d/b$, and on what is held fixed. If the layers may move apart at AA, minimizing the energy over $z$ gives a spacing of $3.33$~\AA\ for LJ and $3.52$~\AA\ for KC. The AA--AB differences become $0.95$ and $9.9$~meV, a ratio of $10.4$. ``About ten'' is a fair order of magnitude, not a constant. Your LJ term remains usable, in this rigid-layer model, for quantities governed by the registry average. For sliding barriers and shear stiffness it does not serve; a registry-dependent term, fitted to energies of shifted layers, can.

Numbers in the example were calculated in double precision.
